# Erosion speed of a sputtered film from ion current and yield, part 1

(Sections cited here and not found follow in the second part.)

## First half: counting atoms at a sharp surface

### One square nanometre

Take a flat solid and look at one square nanometre of its surface. Every second 5.548 ions arrive there on average, and each ion knocks out 2 atoms on average. The patch therefore loses

\[
5.548\times 2=11.096
\]

atoms per second. Suppose that one cubic nanometre of the solid holds 81.54 atoms. To lower the patch by 1 nm, all 81.54 atoms beneath it must go. The surface then recedes at

\[
\frac{11.096\ \text{atoms/s}}{81.54\ \text{atoms/nm}}=0.1361\ \text{nm/s}.
\]

The denominator is the number of atoms per nanometre of depth below a patch of 1 nm². The area of the patch is immaterial: a patch twice as large receives twice as many ions and has twice as many atoms under each nanometre of depth.

These numbers belong to a hafnium dioxide film, HfO₂, bombarded with caesium ions, Cs⁺. In depth profiling by secondary-ion mass spectrometry such a beam digs a crater while an instrument records the ejected particles that carry a charge. The record is a signal against time, and the erosion speed turns time into depth. What remains is to obtain the ion flux from an electric current, to define the yield and the density without ambiguity, and to find out when the simple count holds.

### From ion flux to current density

Let \(J\) be the current density of the arriving ions, measured per area of the solid's surface. It is taken as positive and includes the charge carried in by the primary ions, nothing else. Electrons that leave the surface are not part of it.

During a time \(dt\), the charge landing on an area \(A\) is

\[
dQ=J A\,dt .
\]

A singly charged positive ion carries one elementary charge \(e\). The number of ions is the charge divided by the charge of each:

\[
dN_{\rm ion}=\frac{dQ}{e}=\frac{J A\,dt}{e}.
\]

Dividing by \(A\,dt\) gives the ion flux,

\[
\Phi=\frac{J}{e}.
\]

In the example a beam of 80 nA is swept evenly over a square of side 300 µm. The area is \((0.03\ \text{cm})^2=9\times10^{-4}\ \text{cm}^2\), so

\[
J=\frac{80\times10^{-9}\ \text{A}}{9\times10^{-4}\ \text{cm}^2}
=88.89\ \mu\text{A/cm}^2 .
\]

One square centimetre is \(10^{14}\) nm². The charge landing per second on 1 nm² is therefore \(8.889\times10^{-19}\) C, and

\[
\Phi=\frac{8.889\times10^{-19}}{1.602177\times10^{-19}}
=5.548\ \text{ions/(nm}^2\,\text{s)} .
\]

This is the flux of the opening count.

### The erosion law

The sputter yield \(Y\) is the average number of target atoms that leave the solid for good, per arriving ion. An atom that is ejected and falls back on the same area does not count. Nor does a primary ion that was implanted earlier and now comes out, because it was never part of the target. The number of target atoms lost in \(dt\) is

\[
dN_{\rm out}=Y\,dN_{\rm ion}=\frac{Y J A\,dt}{e}.
\]

Let \(N\) be the number of target atoms per volume, and let the surface position \(s\) be counted as positive into the solid. If the solid below the surface is undisturbed, a recession \(ds\) empties a slab of volume \(A\,ds\). That slab contained

\[
dN_{\rm slab}=N A\,ds
\]

atoms. They are the atoms that left, so the two numbers are equal:

\[
N A\,ds=\frac{Y J A\,dt}{e}.
\]

The area cancels. Division by \(N\,dt\) gives the erosion speed

\[
v=\frac{ds}{dt}=\frac{J Y}{e N}.
\]

The units confirm the arrangement. Since \(Y\) is a pure number,

\[
\frac{\text{C s}^{-1}\text{m}^{-2}}{\text{C}\ \text{m}^{-3}}
=\text{m s}^{-1}.
\]

The limits are also as they should be. With no current the surface stands still. With a yield of zero no target atoms are lost, and the law again gives zero speed; it leaves out the volume of implanted ions, which can make a real surface swell. At fixed \(J\) and \(Y\), a denser solid recedes more slowly because each nanometre holds more atoms. No factor forces \(Y\) to exceed one: if \(Y=0.1\), ten ions are needed on average for each lost atom, and the count is unchanged.

The law can be read as a volume per ion. Each ion removes \(Y\) atoms, each atom occupies \(1/N\), and so the removed volume is

\[
\frac{Y}{N}=\frac{2}{81.54}=0.02453\ \text{nm}^3 .
\]

Multiplying this volume by the number of ions per area and time gives \(v=\Phi Y/N\) again.

If \(Y\) and \(N\) are constant, integration over time gives

\[
s(t)=\frac{Y}{eN}\int_0^t J(t')\,dt' .
\]

The integral is the ion charge delivered per area. Within this model the depth depends on that charge and not on the pace at which it arrived. If the beam is switched on for a fraction \(d\) of the time, with current density \(J\) while it is on, the average speed is \(d\,J Y/(eN)\).

### Random arrivals and ejections

A single ion may eject no atom, or one, or five. The law uses an average, and it should be checked that this is enough.

Let ion number \(k\) remove \(m_k\) atoms, where the \(m_k\) are independent with mean \(Y\). After \(n\) ions the mean number removed is

\[
\Big\langle\sum_{k=1}^{n}m_k\Big\rangle=\sum_{k=1}^{n}\langle m_k\rangle=nY ,
\]

because the mean of a sum is the sum of the means. The mean depth over the area is the number removed divided by \(NA\), wherever on the area the ions struck. The randomness does not change the mean speed.

It does cause a scatter. If the \(m_k\) follow a Poisson distribution, the variance of each equals its mean \(Y\), and the variances of independent terms add to \(nY\). The relative standard deviation is

\[
\frac{\sqrt{nY}}{nY}=\frac{1}{\sqrt{nY}} .
\]

A simulation shows the size of this scatter. A patch of 3600 atomic columns receives 400,000 singly charged ions. Each ion strikes a random column and removes a Poisson number of atoms with mean 2. Time is read from the charge that has landed. The expected scatter is \(1/\sqrt{800{,}000}\), or about 0.11%. The mean depth divided by the time comes out as 0.9992 of \(JY/(eN)\), a deviation of 0.08%.

For an analysed area of 100 µm × 100 µm, which is \(10^{10}\) nm², the flux brings about \(5.5\times10^{10}\) ions in one second. For a fixed number of ions of this size, the relative scatter is about \(3\times10^{-6}\). If the number arriving in one second also follows a Poisson distribution, the scatter rises to \(\sqrt{(1+Y)/(nY)}\), with \(n\) now the mean number of ions, or about \(5\times10^{-6}\). Counting noise in the erosion is negligible there. The law says nothing about roughness, however: a surface with hills and pits can have the same mean depth as a flat one.

### What single charge contributes

The \(e\) in the denominator came from dividing the landed charge by the charge of one ion. To see how much rests on this, let a number fraction \(p\) of the ions be doubly charged. The mean charge per ion is

\[
(1-p)e+p(2e)=(1+p)e .
\]

The flux is now \(J/[(1+p)e]\). If both kinds of ion have the same yield, the speed is

\[
v_p=\frac{J Y}{(1+p)eN}=\frac{v}{1+p}.
\]

For \(p=0\) the first result returns. For \(p=1\) the speed is halved, because the same current brings half as many ions. The simulation described above was repeated with mixed charges:

- With \(p=0.1\), the ratio to \(JY/(eN)\) is 0.9093, against \(1/1.1=0.9091\).
- With \(p=1\), the ratio is 0.4998, against 0.5.

Both agree within the counting noise.

Impurities in a beam are sometimes stated as a fraction \(f\) of the current instead of a fraction of the ions. Doubly charged ions carry \(2pe\) out of a total \((1+p)e\), so

\[
f=\frac{2p}{1+p},\qquad
1-\frac f2=\frac{1+p-p}{1+p}=\frac1{1+p}.
\]

A current fraction \(f\) thus lowers the speed by the fraction \(f/2\), at fixed \(J\) and \(Y\).

The equal yields are a simplification. A doubly charged ion accelerated through the same voltage gains twice the energy and will in general have another yield. The general form is \(v=\Phi\bar Y/N\), where \(\Phi\) is the true number flux and \(\bar Y\) is the yield averaged over the arriving ions. For a caesium source the single-charge assumption is a good one, since removing a second electron from caesium takes several times the energy needed for the first.

### Counting a compound

HfO₂ has three atoms per formula unit, and \(Y\) and \(N\) must count the same objects. The film density is taken as 9.5 g/cm³, and the molar mass is 210.488 g/mol. With Avogadro's number, the density of formula units is

\[
N_{\rm fu}=\frac{9.5\times 6.022\times10^{23}}{210.488}\ \text{cm}^{-3}
=2.718\times10^{22}\ \text{cm}^{-3}=27.18\ \text{nm}^{-3}.
\]

The density of atoms is three times as large:

\[
N=3N_{\rm fu}=81.54\ \text{nm}^{-3}.
\]

This is the number used in the opening. The yield of 2 also counts atoms, of hafnium and oxygen together.

One may count formula units throughout instead. The yield is then \(Y_{\rm fu}=Y/3\), and

\[
\frac{\Phi Y_{\rm fu}}{N_{\rm fu}}
=\frac{\Phi\,(Y/3)}{N/3}=\frac{\Phi Y}{N}.
\]

The factor of three cancels. It does not cancel if an atomic yield is combined with a density of formula units; the speed is then three times too large. For an element the two ways of counting coincide.

### A tilted beam

So far \(J\) has been the current per area of the surface. A beam is often described by its own current density \(J_{\rm beam}\), measured on a plane across the beam. Let the beam make an angle \(\theta\) with the surface normal. A piece of the beam with cross-section \(A_{\rm b}\) lands on a longer footprint. Lengths perpendicular to the plane of incidence are unchanged, while lengths in that plane are stretched by \(1/\cos\theta\). Hence

\[
A=\frac{A_{\rm b}}{\cos\theta}.
\]

The same current passes through both areas, \(J A=J_{\rm beam}A_{\rm b}\), and therefore

\[
J=J_{\rm beam}\frac{A_{\rm b}}{A}=J_{\rm beam}\cos\theta .
\]

At normal incidence the two densities agree. At 45° a geometrical projection of a square beam onto the tilted plane gives \(J/J_{\rm beam}=0.7071\), as the cosine requires. Inserting \(J_{\rm beam}\) in place of \(J\) would overstate the speed by the factor \(1/0.7071=1.414\), or 41% relative to the correct value.

The speed \(v\) is measured along the surface normal, since the emptied slab has volume \(A\,ds\) with \(ds\) perpendicular to \(A\). The cosine alone does not give the dependence of \(v\) on angle, because \(Y\) also changes with angle. And if \(J\) was found as the current divided by the area swept on the sample surface itself, the cosine is already included and must not be applied again.

## Second half: damaged surfaces and real depth scales

### Symbols and results carried over

The current density \(J\) counts primary-ion charge per area of surface and time. The ion flux is \(\Phi=J/e\), which is 5.548 ions/(nm² s) in the example. The yield \(Y\) counts all target atoms removed per ion, and primary ions that come out again are excluded. The undisturbed solid has \(N\) target atoms per volume, here 81.54 nm⁻³. The surface lies at depth \(s(t)\), with depth \(z\) positive into the solid. For a sharp surface above undisturbed solid,

\[
v=\frac{ds}{dt}=\frac{J Y}{e N},
\]

which is 0.1361 nm/s for \(Y=2\).

### A surface layer that is no longer the original solid

Energetic ions do more than remove atoms from the top. They mix the material below, leave some of their own number behind and change the composition. The atoms about to leave then sit in a layer whose density differs from \(N\). It has to be decided which density belongs in the law.

Let \(n(z,t)\) be the density of target atoms, averaged over the analysed area. Choose a fixed plane \(z=L\) so deep that the beam disturbs nothing there. The number of target atoms per area between the surface and this plane is

\[
M(t)=\int_{s(t)}^{L} n(z,t)\,dz .
\]

No atoms cross the deep plane. Mixing moves atoms about within the region and leaves \(M\) unchanged. The loss through the surface is the one remaining process, so

\[
\frac{dM}{dt}=-\frac{Y J}{e}.
\]

Now separate the undisturbed density from the disturbance by writing \(n=N+(n-N)\):

\[
M(t)=N\,[L-s(t)]+\Delta(t),\qquad
\Delta(t)=\int_{s(t)}^{L}\big[n(z,t)-N\big]dz .
\]

The quantity \(\Delta\) is the surplus of target atoms per area in the altered layer, and it is negative if the layer is depleted. Differentiation gives

\[
-N\frac{ds}{dt}+\frac{d\Delta}{dt}=-\frac{Y J}{e},
\]

and rearrangement gives

\[
N\frac{ds}{dt}=\frac{Y J}{e}+\frac{d\Delta}{dt}.
\]

This holds during the transient as well. In the steady state the altered layer travels with the surface and keeps its form, \(n(z,t)=f(z-s)\). Its surplus is then constant, \(d\Delta/dt=0\), and

\[
v=\frac{J Y}{e N}
\]

with the density \(N\) of the undisturbed solid. The layer loses atoms at its top and takes in fresh solid at its bottom. What it takes in per nanometre of advance is \(N\), whatever its own density may be.

In the limit of a vanishingly thin altered layer \(\Delta=0\) at all times, and the result for the sharp surface returns. Primary ions retained in the layer do not enter the balance, since \(n\), \(N\) and \(Y\) all count target atoms alone. They can influence the value of \(Y\), but the form of the steady law is unaffected.

The erosion speed is \(v=JY/(eN)\) for a sharp surface, and also for a steady altered layer, with \(N\) the density of the undisturbed solid. What remains is to apply the balance to each element, test it in a model layer, and find how the initial transient, the layers of a stack and errors in the inputs affect a real depth scale.
